# The potential-determining step need not be the rate-determining step

A free-energy diagram contains energies and no time. A reaction rate has the dimension of inverse time, so something outside the diagram must supply it. For a mechanism of two steps in series, this remark already fixes the form of the answer.

Let step $i$ have forward and reverse rate constants $k_i$ and $k_{-i}$, both in s⁻¹, and equilibrium constant $K_i=k_i/k_{-i}$. The steady rate $r$ per site depends on the four rate constants, or equally on $k_1,k_2,K_1,K_2$. Since only $k_1$ and $k_2$ carry a dimension,

$$r=k_2\,F\!\left(\frac{k_1}{k_2},K_1,K_2\right),$$

with $F$ dimensionless. The degree of rate control of step $i$ is the relative change of the rate per relative change of $k_i$, with the other step and all equilibrium constants held fixed:

$$X_i=\frac{\partial\ln r}{\partial\ln k_i}.$$

With $y=k_1/k_2$, the form of $r$ gives $X_1=\partial\ln F/\partial\ln y$ and $X_2=1-\partial\ln F/\partial\ln y$. Therefore

$$X_1+X_2=1 .$$

One unit of control is shared between the steps, and the share depends on $k_1/k_2$ as well as on $K_1$ and $K_2$. The free-energy diagram meant here shows the initial, intermediate and final states but no transition states. It fixes $K_1$ and $K_2$ but leaves $k_1/k_2$ open. It cannot, by itself, say which step controls the rate.

## The belief and its appeal

The computational hydrogen electrode (CHE) gives the free energy of each proton-electron transfer as a function of potential. The step with the largest free-energy change is the potential-determining step (PDS). The belief is that this step is also the slow one, so that a better catalyst must make this step faster.

The belief has a sensible basis. An uphill step costs at least its free-energy change, and barriers often rise with reaction free energy. The largest $\Delta G$ then suggests the largest barrier. Under a condition derived below, the PDS does have the larger share of the rate control. The condition concerns barriers, however, and the diagram does not show whether it holds.

## A mechanism with two steps

Take hydrogen evolution on independent, identical sites:

$$\text{step 1:}\quad *+\mathrm{H^+}+e^-\rightleftharpoons \mathrm{H}^*,$$
$$\text{step 2:}\quad \mathrm{H}^*+\mathrm{H^+}+e^-\rightleftharpoons \mathrm{H_2}+* .$$

Recombination of two H* is excluded, adsorbates do not interact, and transport is fast. The potential $U$ is measured against the reversible hydrogen electrode (RHE), and H₂ is at standard pressure. At $U=0$ a proton and an electron are then in equilibrium with half an H₂ molecule. At potential $U$ the electron's energy shifts by $-eU$, where $e>0$, so

$$G(\mathrm{H^+}+e^-)=\tfrac12G(\mathrm{H_2})-eU .$$

Define $G_H=G(\mathrm{H}^*)-G(*)-\tfrac12G(\mathrm{H_2})$. Subtracting reactants from products gives, for step 1,

$$\Delta G_1=G(\mathrm{H}^*)-G(*)-\tfrac12G(\mathrm{H_2})+eU=G_H+eU,$$

and for step 2,

$$\Delta G_2=G(\mathrm{H_2})+G(*)-G(\mathrm{H}^*)-\tfrac12G(\mathrm{H_2})+eU=-G_H+eU .$$

The difference $\Delta G_1-\Delta G_2=2G_H$ does not depend on potential. If $G_H>0$, step 1 is the PDS at every $U$. The limiting potential, the most positive one at which neither step is uphill, is $U_L=-|G_H|/e$. The sum $\Delta G_1+\Delta G_2=2eU$ is negative for $U<0$, where hydrogen is evolved.

## Which step controls

Let $\theta$ be the probability that a site holds H*. Both forward step 1 and reverse step 2 fill an empty site; the other two processes empty a filled one:

$$\frac{d\theta}{dt}=(k_1+k_{-2})(1-\theta)-(k_{-1}+k_2)\theta .$$

Setting this to zero, with $S=k_1+k_{-1}+k_2+k_{-2}$, gives

$$\theta=\frac{k_1+k_{-2}}{S},\qquad 1-\theta=\frac{k_{-1}+k_2}{S}.$$

In the steady state both steps have the same net rate, which is the number of H₂ molecules per site and second:

$$r=k_1(1-\theta)-k_{-1}\theta
=\frac{k_1k_{-1}+k_1k_2-k_{-1}k_1-k_{-1}k_{-2}}{S}
=\frac{k_1k_2-k_{-1}k_{-2}}{S}.$$

Now multiply $k_1$ and $k_{-1}$ by a common factor, which leaves $K_1$ unchanged. Each product in the numerator contains one of these two constants, so the numerator acquires the same factor and its logarithmic derivative is 1. In $S$, only $k_1+k_{-1}$ changes. Hence

$$X_1=1-\frac{k_1+k_{-1}}{S}=\frac{k_2+k_{-2}}{S},
\qquad X_2=\frac{k_1+k_{-1}}{S}.$$

The second result follows by the same argument for step 2, and the two add to 1 as required. At $U=0$, where $r$ vanishes, these expressions are to be read as limits.

The sum $k_i+k_{-i}$ is the rate at which $\theta$ would relax if step $i$ acted alone. The step with the smaller sum controls. An uphill step may have a small forward constant and still exchange rapidly, because its reverse is fast. When hydrogen is evolved ($r>0$), it then holds its two states nearly in equilibrium while the other step sets the pace. For step 1, the ratio of net to forward rate is $r/[k_1(1-\theta)]=(k_1k_2-k_{-1}k_{-2})/[k_1(k_{-1}+k_2)]$, which lies between 0 and $k_2/(k_{-1}+k_2)$ and is small when $k_{-1}\gg k_2$. For $r<0$ this argument does not apply.

## When the belief is right

A relation between barriers and free energies is now needed. Take the linear relation with symmetry factor one half:

$$\text{forward barrier}=W_i+\tfrac12\Delta G_i,\qquad
\text{reverse barrier}=W_i-\tfrac12\Delta G_i .$$

The intrinsic barrier $W_i$ is the barrier at $\Delta G_i=0$. The difference of the two barriers is $\Delta G_i$, as detailed balance requires. Both are positive when $|\Delta G_i|<2W_i$, and the relation is used only there. With a common prefactor $\nu=k_BT/h$,

$$k_i+k_{-i}=\nu e^{-W_i/k_BT}\left(e^{-\Delta G_i/2k_BT}+e^{\Delta G_i/2k_BT}\right)
=2\nu e^{-W_i/k_BT}\cosh\frac{\Delta G_i}{2k_BT}.$$

Since $X_1/X_2=(k_2+k_{-2})/(k_1+k_{-1})$,

$$\frac{X_1}{X_2}=e^{-(W_2-W_1)/k_BT}\;
\frac{\cosh(\Delta G_2/2k_BT)}{\cosh(\Delta G_1/2k_BT)} .$$

Suppose $W_1=W_2$. Call the PDS $p$ and the other step $q$, so that $\Delta G_p>\Delta G_q$. For $U<0$,

$$\Delta G_p^2-\Delta G_q^2=(\Delta G_p-\Delta G_q)(\Delta G_p+\Delta G_q)<0,$$

because the first factor is positive and the second equals $2eU$. The PDS thus has the smaller $|\Delta G|$, hence the smaller hyperbolic cosine, and $X_p>X_q$. Its degree of rate control exceeds one half.

Equal intrinsic barriers, with equal prefactors and symmetry factors of one half, are therefore sufficient for the PDS to have the larger degree of rate control in the present model when $U<0$. They are not necessary: by the formula for $X_1/X_2$, a larger intrinsic barrier for the PDS only raises its share. With equal intrinsic barriers, "more than one half" can mean barely more. Among 200 random cases in the numerical check, the smallest value for the PDS was 0.501.

## When it is wrong

Let $G_H>0$, so that step 1 is the PDS, and let the intrinsic barriers differ. Write $a=|\Delta G_1|/2k_BT$ and $b=|\Delta G_2|/2k_BT$, with $b>a$ for $U<0$. The addition theorem, with $\sinh a\le\cosh a$, gives

$$\cosh b=\cosh a\cosh(b-a)+\sinh a\sinh(b-a)\le \cosh a\;e^{\,b-a}.$$

The triangle inequality gives $|\Delta G_2|-|\Delta G_1|\le|\Delta G_2-\Delta G_1|=2G_H$, so $b-a\le G_H/k_BT$. Therefore

$$\frac{X_1}{X_2}\le e^{-(W_2-W_1-G_H)/k_BT}\qquad(U<0).$$

If $W_2$ exceeds $W_1+G_H$ by several $k_BT$, the PDS has negligible rate control at every potential where hydrogen is evolved and the barrier relation applies. This includes $U_L$. There $\Delta G_1=0$ and $\Delta G_2=-2G_H$, so the denominator is 1. For $G_H\gg k_BT$ the numerator is close to $\tfrac12e^{G_H/k_BT}$, and for small $X_1$

$$X_1(U_L)\approx\tfrac12\,e^{-(W_2-W_1-G_H)/k_BT}.$$

## Numbers

Choose $G_H=0.20$ eV and $T=298.15$ K, so $k_BT=0.025693$ eV and $\nu=6.2124\times10^{12}$ s⁻¹. These are model parameters, not those of a particular electrode. The limiting potential is $-0.20$ V. Two mechanisms share this diagram:

- Mechanism A has $W_1=0.35$ eV and $W_2=0.80$ eV.
- Mechanism B has $W_1=W_2=0.60$ eV.

At $U_L$, $\Delta G_1=0$ and $\Delta G_2=-0.40$ eV. In A, step 1 has a barrier of 0.35 eV in both directions, and step 2 has a forward barrier of $0.80-0.20=0.60$ eV. The rate constants are

$$k_1=k_{-1}=7.534\times10^6\ \mathrm{s^{-1}},\quad
k_2=447.9\ \mathrm{s^{-1}},\quad k_{-2}=7.8\times10^{-5}\ \mathrm{s^{-1}}.$$

The degree of rate control of the PDS is

$$X_1=\frac{447.9}{2\times7.534\times10^6+447.9}=2.97\times10^{-5}.$$

The estimate gives the same figure: $\tfrac12\exp(-0.25/0.025693)=2.97\times10^{-5}$. Half the sites are occupied, so $r\approx k_2/2=224$ s⁻¹.

In B, the forward barriers are 0.60 eV for step 1 and 0.40 eV for step 2. The calculation gives $X_1=0.9992$ and $r=448$ s⁻¹. The two mechanisms have the same diagram and the same limiting potential, yet different steps control them. The parameters were chosen to give the controlling step the same forward barrier in both, 0.60 eV at $U_L$ and 0.65 eV at $-0.10$ V. The rates still differ, because step 2 in A needs filled sites and step 1 in B needs empty ones. In B nearly all sites are empty. In A half are filled at $U_L$, but only 2% at $-0.10$ V. The coverages alone make B faster by a factor of 2 at $U_L$ and of 50 at $-0.10$ V. At $-0.10$ V about 2% of the H* formed in B returns through the reverse of step 1, so the computed factor is 49.

The difference is clear when one transition state at a time is lowered by 0.10 eV, with all other levels fixed. At $U_L$ the rate is multiplied by these factors:

| Mechanism | Transition state 1 lowered | Transition state 2 lowered |
|---|---:|---:|
| A | 1.00003 | 48.9 |
| B | 47.1 | 1.0008 |

At this potential, a catalyst designer who lowered the barrier of the PDS in A would gain only three parts in $10^5$.

The result for A is not confined to one potential. In a scan from $-0.01$ to $-0.40$ V in steps of 0.01 V, the largest $X_1$ was $5.94\times10^{-5}$, in accord with the bound. If transition state 1 is raised far enough, step 1 nevertheless takes over the control. Raising it by $\delta$ multiplies $X_1/X_2$ by $e^{\delta/k_BT}$. At $U_L$ the two shares become equal when

$$\delta=k_BT\ln\frac{X_2}{X_1}=0.0257\ \mathrm{eV}\times\ln\frac{0.99997}{2.97\times10^{-5}}\approx0.27\ \mathrm{eV}.$$

Nor does the effect require the PDS to come first. Exchanging the names of the empty and filled states exchanges the roles of the steps. With $G_H=-0.20$ eV, $W_1=0.80$ eV and $W_2=0.35$ eV, step 2 is the PDS, and at $U_L$ it has $X_2=2.97\times10^{-5}$.

## What the free energy of the PDS still does

It would be a new mistake to conclude that $G_H$ is irrelevant in A. The degree of rate control describes a change of a transition state at fixed $\Delta G_i$. A change of $G_H$ is a different operation.

First keep both transition-state energies fixed and raise $G_H$ by a small amount $k_BT\,dg$. The barriers for leaving H* fall, so $k_{-1}$ and $k_2$ grow by the relative amount $dg$, while $k_1$ and $k_{-2}$ stay fixed. Each product in the numerator of $r$ contains one of the growing constants, so the numerator grows by $dg$. The denominator grows by $dg\,(k_{-1}+k_2)/S=(1-\theta)\,dg$. The difference is $\theta\,dg$, and therefore

$$\left.\frac{\partial\ln r}{\partial(-G_H/k_BT)}\right|_{\text{TS fixed}}=-\theta .$$

Stabilizing H* alone slows the reaction in proportion to the fraction of sites already trapped in that state.

If the barrier relation holds, the transition states move too. Relative to the empty site and its reactants, their energies are

$$W_1+\tfrac12(G_H+eU)$$

and

$$\Delta G_1+W_2+\tfrac12\Delta G_2=W_2+\tfrac12G_H+\tfrac32eU .$$

Each falls by half the decrease of $G_H$. Lowering transition state $i$ by $k_BT\,d\epsilon$ raises $\ln r$ by $X_i\,d\epsilon$, so the two shifts add $\tfrac12(X_1+X_2)=\tfrac12$:

$$\left.\frac{\partial\ln r}{\partial(-G_H/k_BT)}\right|_{\text{TS following}}=\tfrac12-\theta .$$

In A at $-0.10$ V, the coverage is 0.020 and this response is $+0.48$, although $X_1$ is only $1.2\times10^{-6}$. Stronger binding helps because it supplies step 2 with more H*. At $U_L$ the response vanishes to four decimals, and at $-0.30$ V it is $-0.48$.

The same fact appears in the apparent barrier. When step 1 is in equilibrium and few sites are filled, $\theta\approx K_1$ and

$$r\approx K_1k_2=\nu\exp\!\left[-\frac{\Delta G_1+W_2+\Delta G_2/2}{k_BT}\right].$$

At $-0.10$ V the exponent contains $0.10+0.65=0.75$ eV. The term $\Delta G_1$ appears in full, and the barrier of step 1 does not appear. Since $\Delta G_2/2$ contains $-G_H/2$, the apparent barrier moves by only half of a change in $G_H$, which agrees with the response $\tfrac12-\theta$ at small $\theta$.

## What the limiting potential means here

In A at $U_L$, the net rate of step 1 is only $5.9\times10^{-5}$ of its forward rate. Step 1 is nearly in equilibrium, so $k_1(1-\theta)\approx k_{-1}\theta$ and

$$\theta\approx\frac{1}{1+e^{\Delta G_1/k_BT}} .$$

This equals one half at $\Delta G_1=0$. In A, the limiting potential therefore marks the crossover from mostly empty to mostly filled sites. This depends on the equilibrium of step 1: in B, with the same $U_L$, the coverage is 0.0004 at $-0.10$, $-0.20$ and $-0.30$ V.

The crossover can be seen in the potential dependence of the rate. Let $u=-eU/k_BT$, which grows as the potential becomes more negative. Without the back reaction, $r\approx k_2\theta$. The forward barrier of step 2 contains $eU/2$, so $d\ln k_2/du=\tfrac12$. With $x=\Delta G_1/k_BT$ and $dx/du=-1$,

$$\frac{d\ln\theta}{du}=-\frac{e^x}{1+e^x}\frac{dx}{du}=1-\theta,
\qquad\text{so}\qquad \frac{d\ln r}{du}\approx\tfrac32-\theta .$$

The Tafel slope, here the size of the potential change per decade of rate, is $(k_BT\ln10/e)/(d\ln r/du)$. The numerical derivative is 1.481 at $-0.10$ V and 0.520 at $-0.30$ V, which gives slopes of 40 and 114 mV per decade. Such a change might be taken for a change of rate-determining step. In A, step 2 controls on both sides, and the slope changes because the coverage does.

## How far the argument reaches

The dimensional argument needs no barrier relation, and the expressions for $X_1$ and $X_2$ hold for any four positive rate constants in this two-state cycle. The hyperbolic cosines, the bound and the result for equal intrinsic barriers were derived for equal prefactors and symmetry factors of one half, and are not established outside these assumptions. Interacting adsorbates, H* recombination or slow transport would require a new rate expression.

Within the CHE, the PDS answers a thermodynamic question: which step is the last to become downhill as the potential is made more negative? To learn which step limits the rate, one must compare how fast the steps exchange, and for that their transition states are needed.

## Numbers as computed

```
T = 298.15 K, kT = 0.025693 eV, kT/h = 6.2124e+12 1/s
G_H = 0.20 eV, limiting potential U_L = -0.20 V vs RHE
Mechanism A: W1 = 0.35 eV, W2 = 0.80 eV
 U = -0.10 V: dG1 = 0.10, dG2 = -0.30, forward barriers 0.40, 0.65 eV
   theta = 0.01999, r = 1.2785e+00 1/s, X1 = 1.189e-06, X2 = 0.999999
   response to -G_H/kT: TS fixed -0.0200, TS following 0.4800
 U = -0.20 V: dG1 = 0.00, dG2 = -0.40, forward barriers 0.35, 0.60 eV
   theta = 0.49999, r = 2.2393e+02 1/s, X1 = 2.972e-05, X2 = 0.999970
   response to -G_H/kT: TS fixed -0.5000, TS following 0.0000
 U = -0.30 V: dG1 = -0.10, dG2 = -0.50, forward barriers 0.30, 0.55 eV
   theta = 0.97995, r = 3.0729e+03 1/s, X1 = 5.825e-05, X2 = 0.999942
   response to -G_H/kT: TS fixed -0.9799, TS following -0.4799
Mechanism B: W1 = 0.60 eV, W2 = 0.60 eV
 U = -0.10 V: dG1 = 0.10, dG2 = -0.30, forward barriers 0.65, 0.45 eV
   theta = 0.00042, r = 6.2641e+01 1/s, X1 = 9.796e-01, X2 = 0.020392
 U = -0.20 V: dG1 = 0.00, dG2 = -0.40, forward barriers 0.60, 0.40 eV
   theta = 0.00042, r = 4.4751e+02 1/s, X1 = 9.992e-01, X2 = 0.000832
 U = -0.30 V: dG1 = -0.10, dG2 = -0.50, forward barriers 0.55, 0.35 eV
   theta = 0.00042, r = 3.1344e+03 1/s, X1 = 9.996e-01, X2 = 0.000425
A at U_L, rate constants in 1/s:
 k1 = 7.5342e+06, k-1 = 7.5342e+06
 k2 = 4.4788e+02, k-2 = 7.7582e-05
 net/forward rate of step 1 = 5.944e-05
 estimate of X1 = 2.972e-05
Rate factor at U_L when one transition state is lowered by 0.10 eV:
 A: TS1 1.00003, TS2 48.94750
 B: TS1 47.13496, TS2 1.00082
A, -0.01 to -0.40 V: largest X1 = 5.942e-05
A, U = -0.10 V: -dln r/d(eU/kT) = 1.4808, Tafel slope = 39.9 mV/decade
A, U = -0.30 V: -dln r/d(eU/kT) = 0.5200, Tafel slope = 113.8 mV/decade
Mirror case at U_L: X1 = 0.999970, X2 = 2.972e-05
Equal W, 200 random cases: smallest X of PDS = 0.5009
```
